# Stiffness of a Tensioned Circular Membrane Under a Small Central Disk

## A narrow ring of film

A film is clamped along a circle of radius $a$ and carries a uniform, isotropic tension $N$, a force per unit length. A rigid disk of radius $r$ is bonded to its centre, with the film continuous beneath it. A force $F$ normal to the film moves the disk by $\delta$. The stiffness sought is $k=F/\delta$.

Suppose first that the disk nearly fills the film, so that the free ring has a small width $b=a-r$. The ring is then almost a straight strip of length $2\pi a$, clamped on one side and displaced by $\delta$ on the other. Its slope is $\delta/b$. For a small slope, the tension has a normal component $N\delta/b$ per unit length, and therefore

$$F\simeq 2\pi a\,N\frac{\delta}{b},\qquad k\simeq\frac{2\pi aN}{b}.$$

Tension resists slope, and the total resistance is proportional to the length of the circle on which it acts. When the disk is small, the inner circles are short, so they must be steep to carry the same force.

## First derivation: balance of forces

Let $\rho$ be the distance from the centre and $w(\rho)$ the deflection, positive in the direction of the push. Then $w(r)=\delta$, $w(a)=0$ and $w'<0$. Three assumptions enter:

- the slope is small, $|w'|\ll1$;
- the deflection does not appreciably change the tension;
- the film has no bending resistance.

Consider the disk together with the film out to radius $\rho$. The outer film pulls on this piece with tension $N$ along its surface. The component in the direction of the push is $Nw'$ per unit length, which is negative and so opposes $F$. Equilibrium requires

$$F+2\pi\rho N w'=0,\qquad w'=-\frac{F}{2\pi N\rho}.$$

Integrating from $\rho$ to the clamp, where $w=0$, gives

$$w(\rho)=\int_\rho^a\frac{F}{2\pi N\rho'}\,d\rho'=\frac{F}{2\pi N}\ln\frac a\rho .$$

Setting $\rho=r$ gives $\delta=(F/2\pi N)\ln(a/r)$, so

$$\boxed{k=\frac{2\pi N}{\ln(a/r)}}.$$

For a narrow ring, $\ln(a/r)=-\ln(1-b/a)\simeq b/a$, which returns the strip result.

## Second derivation: least energy

The second route allows any deflection $w(\rho,\varphi)$, where $\varphi$ is the polar angle. To first order in strain, the energy added to a prestressed film is $N$ times the sum of the two in-plane normal strains. With in-plane displacement $\mathbf u$, that sum is $\nabla\!\cdot\mathbf u+\tfrac12|\nabla w|^2$. The integral of $\nabla\!\cdot\mathbf u$ equals the flux of $\mathbf u$ through the boundary. It vanishes because both the clamp and the bonded disk hold $\mathbf u=0$. What remains is

$$U=\frac N2\int|\nabla w|^2\,dA\ \ge\ \frac N2\int_0^{2\pi}\!d\varphi\int_r^a\left(\frac{\partial w}{\partial\rho}\right)^2\rho\,d\rho .$$

The inequality comes from dropping the angular part of $|\nabla w|^2$, which is never negative.

Along each ray, the drop from disk to clamp is $\delta=-\int_r^a(\partial w/\partial\rho)\,d\rho$. Write the integrand as $\left(\sqrt\rho\,\partial w/\partial\rho\right)\left(1/\sqrt\rho\right)$ and apply the Cauchy–Schwarz inequality:

$$\delta^2\le\int_r^a\left(\frac{\partial w}{\partial\rho}\right)^2\rho\,d\rho\;\int_r^a\frac{d\rho}{\rho}
=\ln\frac ar\int_r^a\left(\frac{\partial w}{\partial\rho}\right)^2\rho\,d\rho .$$

Inserting this bound and integrating over the angle gives

$$U\ge\frac{\pi N\delta^2}{\ln(a/r)} .$$

Equality holds when $w$ does not depend on $\varphi$ and $\rho\,\partial w/\partial\rho$ is constant. The logarithmic profile satisfies both conditions, so the bound is the minimum. The force is the derivative of this minimum energy:

$$F=\frac{dU_{\min}}{d\delta}=\frac{2\pi N\delta}{\ln(a/r)},$$

which is the same stiffness.

## What each derivation assumes

Both use small slopes, fixed tension and no bending. Force balance assumes from the start that the deflection is axisymmetric. In return it gives the local slope directly, and it does not need an energy function.

The energy route needs conservative forces and in-plane displacements that vanish at the edges. It does not assume axisymmetry but proves that the axisymmetric shape has the least energy. It also shows that any trial shape gives an upper bound on $k$. For example, a deflection allowed in a small film can be continued by zero into a larger one, so enlarging the film cannot raise $k$.

The two routes also describe the limit $r\to0$ differently. In the first, the slope at the disk, $F/(2\pi Nr)$, grows without bound, and so does $\delta$. In the second, the energy needed to hold a fixed displacement, $\pi N\delta^2/\ln(a/r)$, tends to zero. A narrow enough spike costs tension almost nothing. Within this linear model, an ideal point load has zero stiffness.

A square lattice of film with one loaded node shows the same behaviour. The effective radius of the load is a fixed fraction of the lattice spacing when the lattice is fine, so halving the spacing should increase $N\delta/F$ by $\ln2/(2\pi)=0.11032$. The computed increase from 256 to 512 intervals per side is $0.11032$. Refining the lattice does not lead to a limit.

## Why bending changes the point limit

Let $D$ be the bending rigidity and $s=-w'$ the downward slope. For an axisymmetric thin plate that does not shear, the bending energy is

$$U_b=\pi D\int\left(s'^2+\frac{s^2}{\rho^2}+\frac{2\nu ss'}{\rho}\right)\rho\,d\rho ,$$

where $\nu$ is Poisson's ratio. For the membrane profile $s=c/\rho$, we have $s'=-c/\rho^2$, and the bracket equals $2(1-\nu)c^2/\rho^4$. Hence

$$U_b=\pi D(1-\nu)c^2\left(\frac1{r^2}-\frac1{a^2}\right),\qquad U_{\rm tension}=\pi Nc^2\ln\frac ar .$$

As $r$ shrinks, the bending cost grows as $1/r^2$ and the tension energy only as a logarithm. The steep spike is therefore no longer cheap. The length that separates the two regimes is

$$\ell=\sqrt{D/N}.$$

To find the actual shape, minimize the tension and bending energies minus the work $F\delta=F\int s\,d\rho$. The bonded disk and the clamp both require $s=0$ at their edges. The $\nu$ term is $\pi D\nu\int(s^2)'\,d\rho$, which vanishes under these conditions. Varying $s$, with one integration by parts of the $s'^2$ term, gives

$$2\pi\left[N\rho s+\frac{Ds}{\rho}-D(\rho s')'\right]-F=0 .$$

Division by $2\pi\rho$ yields

$$Ns-D\left(s''+\frac{s'}{\rho}-\frac{s}{\rho^2}\right)=\frac{F}{2\pi\rho}.$$

For $s=1/\rho$ the bracket is $(2-1-1)/\rho^3=0$, so the membrane slope $F/(2\pi N\rho)$ is a particular solution. The homogeneous solutions are the modified Bessel functions $I_1(\rho/\ell)$ and $K_1(\rho/\ell)$:

$$s=\frac{F}{2\pi N}\left[\frac1\rho-B_1I_1\!\left(\frac\rho\ell\right)-C_1K_1\!\left(\frac\rho\ell\right)\right].$$

The constants $B_1$ and $C_1$ follow from $s(r)=s(a)=0$. It is convenient to write $k=2\pi N/\Lambda$, where $\Lambda=(2\pi N/F)\int_r^a s\,d\rho$. The membrane law has $\Lambda=\ln(a/r)$.

**A disk much wider than $\ell$.** Let the free ring also be much wider than $\ell$. The Bessel terms then matter only near the edges. Near the disk they remove a slope $\simeq(1/r)e^{-(\rho-r)/\ell}$ from the bracket, whose integral is $\ell/r$. Near the clamp they remove $(1/a)e^{-(a-\rho)/\ell}$, whose integral is $\ell/a$. To first order in $\ell$,

$$\Lambda\simeq\ln\frac ar-\frac\ell r-\frac\ell a .$$

The correction to $\Lambda$ is small when both $\ell\ll r$ and $\ell\ll a-r$. If only $\ell\ll a$ holds, $\Lambda$ can be off by an amount of order one, and the relative error in $k$ falls only as $1/\ln(a/r)$: at $r=\ell$ it is 13% for $a/\ell=200$ and still 8% for $a/\ell=10^4$.

**A point load.** For small $z$, $K_1(z)\simeq1/z$. The singular slope cancels if $C_1=1/\ell$. With $\alpha=a/\ell$, the condition $s(a)=0$ gives

$$B_1=\frac B\ell,\qquad B=\frac{1/\alpha-K_1(\alpha)}{I_1(\alpha)} .$$

Since $K_0'=-K_1$ and $I_0'=I_1$, the integral of the bracket is

$$\Lambda_0=\left[\ln\rho+K_0\!\left(\frac\rho\ell\right)\right]_0^a-B\left[I_0(\alpha)-1\right].$$

At the lower limit $K_0(\rho/\ell)\simeq-\ln(\rho/2\ell)-\gamma$, where $\gamma$ is Euler's constant. The two logarithms of $\rho$ cancel and leave $\ln(2\ell)-\gamma$. Therefore

$$\Lambda_0=\ln\frac\alpha2+\gamma+K_0(\alpha)-B\left[I_0(\alpha)-1\right].$$

This is finite. When $\alpha\gg1$, $K_0$ and $K_1$ are exponentially small and $I_0/I_1\simeq1$, so

$$k_{\rm point}\simeq\frac{2\pi N}{\ln(a/2\ell)+\gamma-\ell/a}.$$

Apart from the small clamp term $\ell/a$, the film responds as a membrane pushed by a disk of radius $2e^{-\gamma}\ell\simeq1.12\,\ell$.

**The opposite limit.** When tension is negligible, the slope equation has the solution $s=(F/4\pi D)\rho\ln(a/\rho)$, which vanishes at the centre and at the clamp. Since $\int_0^a\rho\ln(a/\rho)\,d\rho=a^2/4$, the deflection is $\delta=Fa^2/(16\pi D)$ and $k=16\pi D/a^2$. The general formula for $\Lambda_0$, evaluated at $a/\ell=0.05$, gives $1.00016$ times this value.

Bending makes the deflection finite, but not the stress. Near a point load $s\simeq-(F/4\pi D)\rho\ln(\rho/2\ell)$ to leading order, so the curvature still diverges logarithmically.

## Stretching and shear under a point load

**Stretching.** Without bending, a steep film also stretches and raises its own tension. Let $N_r$ and $N_\theta$ be the radial and hoop tensions, and let $Y=Eh$, with $E$ Young's modulus and $h$ the thickness. In-plane equilibrium is $N_\theta=(\rho N_r)'$. With radial displacement $u$, the added strains are $\epsilon_r=u'+s^2/2$ and $\epsilon_\theta=u/\rho$, so $(\rho\epsilon_\theta)'=\epsilon_r-s^2/2$. Hooke's law is $Y\epsilon_\theta=\Delta N_\theta-\nu\Delta N_r$, and likewise for $\epsilon_r$ with the indices exchanged. Substitution gives

$$\rho N_\theta'+N_\theta-N_r=-\frac{Ys^2}2 ,$$

because the terms in $\nu$ cancel and the uniform prestress drops out. Eliminating $N_\theta$, and using $s=F/(2\pi\rho N_r)$ from normal force balance, gives

$$\rho^2N_r''+3\rho N_r'=-\frac{YF^2}{8\pi^2\rho^2N_r^2}.$$

Near the centre, try $N_r=C\rho^{-2/3}$. The left side is $(10/9-2)C\rho^{-2/3}=-\tfrac89C\rho^{-2/3}$, and the right side has the same power. Hence $C^3=9YF^2/(64\pi^2)$. The slope then varies as $\rho^{-1/3}$, which is integrable, so the deflection under a point force is finite even without bending. This holds within the small-slope, linearly elastic model, whose assumptions fail at the very centre, where slope and strain diverge.

The stretched core, however, shrinks with the load. Setting $C\rho^{-2/3}=N$ gives a core radius $3F\sqrt Y/(8\pi N^{3/2})$, proportional to $F$. Outside it the membrane law holds approximately, so $\delta/F$ grows as $\ln(1/F)/(2\pi N)$ when $F\to0$. In a numerical solution, a tenfold reduction of a weak force raised $\Lambda$ by $2.304$, against $\ln10=2.303$. Stretching therefore gives a finite deflection but no linear stiffness.

**Shear.** A real film can also shear through its thickness. Let $S=\kappa Gh$ be its shear stiffness, with $G$ the shear modulus and $\kappa=5/6$. The rotation $\psi$ of the cross-section then differs from the slope $s$. Tension acts on $s$, bending on $\psi$ and shear on $s-\psi$. Minimizing over $s$ gives

$$Ns+S(s-\psi)=\frac F{2\pi\rho},\qquad s=\frac{F/(2\pi\rho)+S\psi}{N+S}.$$

The moment balance is $-D(\psi''+\psi'/\rho-\psi/\rho^2)=S(s-\psi)$. Inserting $s$ turns it into the earlier slope equation, with $N$ replaced by $NS/(N+S)$ and $F$ by $FS/(N+S)$. Their ratio is still $F/N$, so $\int\psi\,d\rho=(F/2\pi N)\Lambda(\ell')$, with $\ell'=\ell\sqrt{1+N/S}$. Integrating $s$ then gives

$$\Lambda_S=\frac{S\,\Lambda(\ell')+N\ln(a/r)}{N+S}.$$

The logarithm returns with weight $N/(N+S)$. A finite linear stiffness at a true point thus belongs to thin-plate theory without shear. In a real film, a contact narrower than the thickness also indents the film locally, which adds a compliance growing as $1/r$. Only a finite contact size keeps the total compliance finite.

## A silicon nitride window

Take rough typical values for a highly stressed silicon nitride film: $h=100$ nm, $E=250$ GPa, $\nu=0.27$ and a prestress of 1 GPa. The window radius is $a=100$ µm. Then $N=(10^9\ \text{Pa})(10^{-7}\ \text{m})=100$ N/m. The plate formula $D=Eh^3/[12(1-\nu^2)]$ gives $2.25\times10^{-11}$ J, and $\ell=0.474$ µm.

For a bonded disk with $r=5$ µm, $\ln(a/r)=\ln20=2.996$, and

$$k=\frac{2\pi\times100}{2.996}\ \text{N/m}=210\ \text{N/m}.$$

The full bending solution gives 217 N/m, so the membrane law is 3.2% low relative to it. The first-order edge correction slightly overestimates the difference: $\Lambda\simeq2.996-0.095-0.005=2.896$, again 217 N/m. A force of 1 µN moves the disk by 4.6 nm. The plate model holds the slope at zero through the whole thickness at the disk edge. A disk bonded to one face only clamps the film a little less: three-dimensional elasticity gives 216.0 N/m, 0.3% lower, and the membrane law is then 2.9% low.

With the film and its tension held fixed, the contact radius changes the stiffness as follows.

| $r$ (µm) | membrane $k$ (N/m) | with bending (N/m) |
|---|---|---|
| 5 | 209.7 | 216.6 |
| 0.5 | 118.6 | 136.0 |
| 0.05 | 82.7 | 121.2 |
| 0.005 | 63.4 | 120.2 |

The membrane values keep falling. The bending values settle at the point-load result of 120.1 N/m once $r$ is well below $\ell$. The last row shows the mathematical limit, since thin-plate theory does not describe a 5 nm contact on a 100 nm film.

A sharp tip, modelled as a bonded disk of radius 50 nm, is only as wide as the film is thick, so its plate result is an estimate. There the membrane law is 32% low relative to the bending solution. Shear lowers the tip stiffness by about 0.5%. Local indentation, estimated from a rigid punch on a thick solid, has a compliance of about 0.5% of the film's. Stretching raises $k$ by 0.2% at 10 µN. The core radius derived above reaches $\ell$ near 25 µN. The output's 27 µN comes from a slightly different criterion, $Ys^2/2=N$ at $\rho=\ell$ with the membrane slope. At much larger forces the linear point-load formula would fail. At 25 µN the plate model puts the edge stress at the tip, prestress included, near 7 GPa. Plate theory is not reliable for the stress at so small a contact. In three-dimensional elasticity the tension on the back face grows by about 0.14 GPa per µN rather than 0.23, which gives about 4.5 GPa at 25 µN, and the stress at the rim of the contact depends on the shape of the tip. Stresses of several GPa may break the film first, depending on its strength. For the 5 µm disk, stretching adds 1% at 100 µN.

A window may be square, whereas the model is circular. A square of half-width $a$ contains the circle of radius $a$ and lies inside one of radius $\sqrt2a$. By the energy argument, its membrane stiffness lies between those of the two circles. For the 5 µm disk, $\Lambda$ thus rises by at most $\ln\sqrt2=0.35$, and $k$ falls by at most about 10%. The prestress depends on how the film was deposited. In the membrane law, an error of 10% in prestress is an error of 10% in $k$, so this uncertainty can outweigh the 3% bending correction for the disk. The bound for the square does not show how large the effect of its shape really is. For the sharp tip, the bending correction is larger than a 10% error in prestress. The remaining values are in the numerical output, where the edge stresses and the slope are for a force of 1 µN.

## Computed values

```
thickness 100 nm, modulus 250 GPa
Poisson ratio 0.27, prestress 1.00 GPa
radii: film 100 um, disk 5 um, tip 50 nm
tension N = 100.0 N/m, Y = 25000 N/m
D = 2.247e-11 J, bending length = 0.4740 um
disk, membrane law: ln(a/r) = 2.9957, k = 209.74 N/m
disk, membrane energy minimum: k = 209.74 N/m
lattice N*compliance, no bending: 0.93130 1.04162 1.15194
  last increment 0.11032, ln2/(2 pi) = 0.11032
lattice N*compliance, ell=0.05 side: 0.36157 0.36053 0.36021
with bending, k disk/tip/point: 216.63 121.23 120.12 N/m
energy minimum, same three:     216.63 121.23 120.12 N/m
disk: ell/r = 0.0948, edge-layer k = 216.95 N/m
edge-layer error ratio on halving ell: 3.970
point: Lam = 5.2309, large a/ell form = 5.2310
effective point-load radius = 0.5323 um
plate limit, a/ell=0.05: k a^2/(16 pi D) = 1.000156
contact radius um | k membrane | k with bending (N/m)
  5.0000 | 209.74 | 216.63
  0.5000 | 118.59 | 135.97
  0.0500 | 82.66 | 121.23
  0.0050 | 63.44 | 120.15
  0.0005 | 51.48 | 120.12
stretch only, q=0.01: Lam(r/a=1e-7) = 5.6428, (1e-9) = 5.6434
stretch only, q=0.001: Lam = 7.9473, rise 2.3039, ln10 = 2.3026
disk stretching raises k: 0.0110 % at 10 uN, 1.048 % at 100 uN
tip stretching raises k: 0.0023 % at 1 uN, 0.231 % at 10 uN
force where stretch core reaches ell: 26.6 uN
shear stiffness S = 8202 N/m, N/(N+S) = 0.01205
disk: shear lowers k by 0.021 %, edge bending stress 8.7 MPa
tip: shear lowers k by 0.451 %, edge bending stress 230.4 MPa
tip contact stiffness, half-space estimate: 26966 N/m
  its share of tip compliance: 0.45 %
deflection at 1 uN, disk/tip: 4.616 8.249 nm
disk-edge slope of membrane law: 3.18e-04
thermal rms motion of disk at 300 K: 0.0044 nm
membrane-law error in k, disk/tip: -3.18 % -31.81 %
```
